# Dispersion coefficients in κ-regularized MP2 for wide and narrow gaps: a program that tests the result

```python
"""
Result under test: kappa-regularized MP2 multiplies each long-range dispersion
term by f = (1 - exp(-kappa*gap))**2, gap = gap_A + gap_B, so that
  C6(kappa) = (2/3) sum_kl S_k S_l f(gap_k + gap_l) / (gap_k + gap_l).
S_k: spin-summed squared transition length, gap_k: orbital-energy difference.
Atomic units inside (hbar = m = e = 1); kappa is an inverse energy.
Model monomer: two electrons bound by a Gaussian charge +2 of width b,
density proportional to exp(-r^2/b^2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, block_diag
from scipy.special import erf
from pyscf import gto, df

WIDTH = {"wide": 0.2, "narrow": 2.0}
PAIRS = [("wide", "wide"), ("wide", "narrow"), ("narrow", "narrow")]
KAPPA = 1.45
DISTANCE = 35.0


def build_integrals(positions, s_exps, p_exps):
    """H labels only carry basis functions; their nuclear charge is never used."""
    shells = [[0, [x, 1.0]] for x in s_exps] + [[1, [x, 1.0]] for x in p_exps]
    mol = gto.M(atom=[["H", (0.0, 0.0, z)] for z in positions], unit="Bohr",
                basis={"H": shells}, charge=-len(positions), spin=0, verbose=0)
    n = mol.nao_nr()
    eri = mol.intor("int2e").reshape(n, n, n, n)
    return {"mol": mol, "z": positions, "n": n, "eri": eri,
            "exchange": eri.transpose(0, 2, 1, 3).reshape(n * n, n * n),
            "overlap": mol.intor("int1e_ovlp"),
            "kinetic": mol.intor("int1e_kin"), "r": mol.intor("int1e_r")}


def attraction(ints, widths):
    v = np.zeros((ints["n"], ints["n"]))
    for z, b in zip(ints["z"], widths):
        charge = gto.fakemol_for_charges(np.array([[0.0, 0.0, z]]), 1.0 / b**2)
        v -= 2.0 * df.incore.aux_e2(ints["mol"], charge, intor="int3c2e",
                                    aosym="s1").reshape(v.shape)
    return v


def hartree_fock(ints, widths, density=None, cycles=90):
    n, s, nocc = ints["n"], ints["overlap"], len(widths)
    core = ints["kinetic"] + attraction(ints, widths)
    coulomb = ints["eri"].reshape(n * n, n * n)
    if density is None:
        c = eigh(core, s)[1][:, :nocc]
        density = 2 * c @ c.T
    for _ in range(cycles):
        d = density.ravel()
        fock = core + (coulomb @ d - 0.5 * (ints["exchange"] @ d)).reshape(n, n)
        fock = 0.5 * (fock + fock.T)
        energies, orbitals = eigh(fock, s)
        residual = np.abs(fock @ density @ s - s @ density @ fock).max()
        c = orbitals[:, :nocc]
        density = 0.5 * density + c @ c.T
    assert residual < 1e-9, residual
    return {"e": energies, "c": orbitals, "d": density, "nocc": nocc}


def kappa_mp2(ints, hf, kappas):
    """Spin-orbital sum with damped antisymmetrized integrals."""
    no, e = hf["nocc"], hf["e"]
    co, cv = hf["c"][:, :no], hf["c"][:, no:]
    g = np.tensordot(co, ints["eri"], axes=(0, 0))       # i q r s
    g = np.tensordot(g, cv, axes=(1, 0))                 # i r s a
    g = np.tensordot(g, co, axes=(1, 0))                 # i s a j
    g = np.tensordot(g, cv, axes=(1, 0))                 # i a j b
    nv = cv.shape[1]
    occ, vir = np.repeat(np.arange(no), 2), np.repeat(np.arange(nv), 2)
    same = (np.tile([0, 1], no)[:, None] == np.tile([0, 1], nv)).astype(float)
    direct = (g[np.ix_(occ, vir, occ, vir)] * same[:, :, None, None]
              * same[None, None, :, :])
    anti = direct - direct.transpose(0, 3, 2, 1)
    single = e[no:][vir][None, :] - e[:no][occ][:, None]
    gap = single[:, :, None, None] + single[None, None, :, :]
    return np.array([-0.25 * np.sum((anti * (1 - np.exp(-k * gap)))**2 / gap)
                     for k in kappas])


def spectrum(ints, hf):
    c = hf["c"]
    d = np.einsum("p,xpq,qa->xa", c[:, 0], ints["r"], c[:, 1:])
    strength = 2 * np.sum(d**2, axis=0)
    keep = strength > 1e-10
    return strength[keep], (hf["e"][1:] - hf["e"][0])[keep]


def factor(gap, kappa):
    return (1 - np.exp(-kappa * gap))**2


def c6(spec_a, spec_b, kappa=np.inf):
    gap = spec_a[1][:, None] + spec_b[1][None, :]
    weight = spec_a[0][:, None] * spec_b[0][None, :]
    return 2 / 3 * np.sum(weight * factor(gap, kappa) / gap)


def polarizability(spec, w=0.0):
    return 2 / 3 * np.sum(spec[0] * spec[1] / (spec[1]**2 + w**2))


# Monomers: large basis for the example, smaller one for the dimer test
big = build_integrals([0.0], 0.01 * 2.0**np.arange(13), 0.01 * 2.0**np.arange(10))
s_small, p_small = 0.03 * 2.8**np.arange(8), 0.03 * 2.8**np.arange(6)
small = build_integrals([0.0], s_small, p_small)
hf_big = {m: hartree_fock(big, [b]) for m, b in WIDTH.items()}
hf_small = {m: hartree_fock(small, [b]) for m, b in WIDTH.items()}
spec = {m: spectrum(big, hf_big[m]) for m in WIDTH}
spec_small = {m: spectrum(small, hf_small[m]) for m in WIDTH}

# The smeared-charge attraction against radial quadrature
s_orbital = int(np.argmin(np.abs(np.diag(small["kinetic"]) - 1.5 * s_small[2])))
a_exp = s_small[2]
for b in WIDTH.values():
    direct_v = quad(lambda r: -2 * erf(r / b) * 4 * np.pi * r
                    * (2 * a_exp / np.pi)**1.5 * np.exp(-2 * a_exp * r * r),
                    0, 12 / np.sqrt(a_exp), limit=200)[0]
    assert abs(attraction(small, [b])[s_orbital, s_orbital] - direct_v) < 1e-7

# Full dimer calculation from the definition against the dispersion formula
dimer = build_integrals([0.0, DISTANCE], s_small, p_small)
test_kappas = [0.5, KAPPA, 3.0, np.inf]
mono_energy = {m: kappa_mp2(small, hf_small[m], test_kappas) for m in WIDTH}
dimer_c6, worst = {}, 0.0
for a, b in PAIRS:
    start = block_diag(hf_small[a]["d"], hf_small[b]["d"])
    hf = hartree_fock(dimer, [WIDTH[a], WIDTH[b]], start)
    interaction = (kappa_mp2(dimer, hf, test_kappas)
                   - mono_energy[a] - mono_energy[b])
    measured = -interaction * DISTANCE**6
    formula = np.array([c6(spec_small[a], spec_small[b], k) for k in test_kappas])
    worst = max(worst, np.max(np.abs(measured / formula - 1)))
    dimer_c6[a, b] = (measured, formula)
assert worst < 2e-3, worst      # overlap and rounding in a tiny energy difference

# A damping that splits into monomer factors must fail for the mixed pair
sa, sb = spec_small["wide"], spec_small["narrow"]
split = 2 / 3 * np.sum(np.outer(sa[0] * (1 - np.exp(-KAPPA * sa[1])),
                                sb[0] * (1 - np.exp(-KAPPA * sb[1])))
                       / (sa[1][:, None] + sb[1][None, :]))
mixed = dimer_c6["wide", "narrow"][0]
split_ratio, mixed_ratio = split / c6(sa, sb), mixed[1] / mixed[3]
assert abs(split_ratio - mixed_ratio) > 0.05

# Frequency and inverse-energy integrals, bounds, gap scaling, basis convergence
ratio = {}
for a, b in PAIRS:
    A, B = spec[a], spec[b]
    full, damped = c6(A, B), c6(A, B, KAPPA)
    ratio[a, b] = damped / full
    casimir = 3 / np.pi * quad(lambda w: polarizability(A, w)
                               * polarizability(B, w), 0, np.inf, limit=400)[0]
    assert abs(casimir / full - 1) < 1e-6

    def product(t):
        return np.sum(A[0] * np.exp(-t * A[1])) * np.sum(B[0] * np.exp(-t * B[1]))
    early = 2 / 3 * quad(product, 0, KAPPA, limit=400)[0]
    late = 2 / 3 * quad(product, KAPPA, 2 * KAPPA, limit=400)[0]
    assert abs((early - late) / damped - 1) < 1e-6
    assert factor(A[1].min() + B[1].min(), KAPPA) < ratio[a, b] < 1
    A2, B2 = (A[0], 1.2 * A[1]), (B[0], 1.2 * B[1])
    assert c6(A2, B2, KAPPA) / c6(A2, B2) > ratio[a, b]
    small_ratio = (c6(spec_small[a], spec_small[b], KAPPA)
                   / c6(spec_small[a], spec_small[b]))
    assert abs(small_ratio - ratio[a, b]) < 0.01
assert ratio["narrow", "narrow"] < ratio["wide", "narrow"] < ratio["wide", "wide"]
assert abs(factor(1e-4, 1.0) / 1e-8 - 1) < 1e-3
assert abs((1 - factor(12.0, 1.0)) / (2 * np.exp(-12.0)) - 1) < 1e-4

# Printed numbers
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
to_ev_a6 = hartree_ev * bohr_angstrom**6
print(f"kappa = {KAPPA} 1/E_h")
effective = {}
for m in WIDTH:
    alpha = polarizability(spec[m])
    effective[m] = 4 * c6(spec[m], spec[m]) / (3 * alpha**2)
    print(f"{m}: charge width b = {WIDTH[m]} a0")
    print(f"{m}: occupied orbital energy = {hf_big[m]['e'][0]:.4f} E_h")
    print(f"{m}: lowest p virtual (basis-dependent) = "
          f"{spec[m][1].min() + hf_big[m]['e'][0]:.4f} E_h")
    print(f"{m}: uncoupled polarizability = {alpha:.3f} a0^3")
    print(f"{m}: effective gap = {effective[m]:.4f} E_h")
for a, b in PAIRS:
    name, full = f"{a}-{b}", c6(spec[a], spec[b])
    damped = c6(spec[a], spec[b], KAPPA)
    print(f"{name}: C6 MP2 = {full:.3f} E_h a0^6 = {full * to_ev_a6:.3f} eV A^6")
    print(f"{name}: C6 kappa-MP2 = {damped:.3f} E_h a0^6"
          f" = {damped * to_ev_a6:.3f} eV A^6")
    print(f"{name}: ratio = {ratio[a, b]:.4f}, reduction = "
          f"{100 * (1 - ratio[a, b]):.1f} percent")
    print(f"{name}: one-gap estimate of ratio = "
          f"{factor(effective[a] + effective[b], KAPPA):.4f}")
    others = [c6(spec[a], spec[b], k) / full for k in (1.0, 2.0)]
    print(f"{name}: ratio at kappa 1.0 and 2.0 1/E_h = "
          f"{others[0]:.4f}, {others[1]:.4f}")
print(f"dimer test distance = {DISTANCE} a0 (smaller basis)")
for a, b in PAIRS:
    got, want = dimer_c6[a, b]
    print(f"{a}-{b}: dimer -R^6 E, MP2 = {got[3]:.4f}, formula {want[3]:.4f} E_h a0^6")
    print(f"{a}-{b}: dimer -R^6 E, kappa = {got[1]:.4f}, formula {want[1]:.4f} E_h a0^6")
print(f"largest relative deviation, all pairs and kappas = {worst:.1e}")
print(f"wide-narrow ratio: dimer {mixed_ratio:.4f}, factorized damping {split_ratio:.4f}")
print("checks complete")
```

It prints:

```
kappa = 1.45 1/E_h
wide: charge width b = 0.2 a0
wide: occupied orbital energy = -0.7961 E_h
wide: lowest p virtual (basis-dependent) = 0.0190 E_h
wide: uncoupled polarizability = 1.520 a0^3
wide: effective gap = 1.2650 E_h
narrow: charge width b = 2.0 a0
narrow: occupied orbital energy = -0.2668 E_h
narrow: lowest p virtual (basis-dependent) = 0.0175 E_h
narrow: uncoupled polarizability = 36.668 a0^3
narrow: effective gap = 0.3443 E_h
wide-wide: C6 MP2 = 2.193 E_h a0^6 = 1.310 eV A^6
wide-wide: C6 kappa-MP2 = 2.082 E_h a0^6 = 1.244 eV A^6
wide-wide: ratio = 0.9496, reduction = 5.0 percent
wide-wide: one-gap estimate of ratio = 0.9496
wide-wide: ratio at kappa 1.0 and 2.0 1/E_h = 0.8560, 0.9858
wide-narrow: C6 MP2 = 22.673 E_h a0^6 = 13.548 eV A^6
wide-narrow: C6 kappa-MP2 = 18.450 E_h a0^6 = 11.025 eV A^6
wide-narrow: ratio = 0.8137, reduction = 18.6 percent
wide-narrow: one-gap estimate of ratio = 0.8155
wide-narrow: ratio at kappa 1.0 and 2.0 1/E_h = 0.6483, 0.9156
narrow-narrow: C6 MP2 = 347.166 E_h a0^6 = 207.441 eV A^6
narrow-narrow: C6 kappa-MP2 = 142.733 E_h a0^6 = 85.287 eV A^6
narrow-narrow: ratio = 0.4111, reduction = 58.9 percent
narrow-narrow: one-gap estimate of ratio = 0.3988
narrow-narrow: ratio at kappa 1.0 and 2.0 1/E_h = 0.2584, 0.5702
dimer test distance = 35.0 a0 (smaller basis)
wide-wide: dimer -R^6 E, MP2 = 2.1928, formula 2.1928 E_h a0^6
wide-wide: dimer -R^6 E, kappa = 2.0824, formula 2.0824 E_h a0^6
wide-narrow: dimer -R^6 E, MP2 = 22.7393, formula 22.7393 E_h a0^6
wide-narrow: dimer -R^6 E, kappa = 18.5039, formula 18.5039 E_h a0^6
narrow-narrow: dimer -R^6 E, MP2 = 349.6212, formula 349.6212 E_h a0^6
narrow-narrow: dimer -R^6 E, kappa = 143.4236, formula 143.4236 E_h a0^6
largest relative deviation, all pairs and kappas = 1.1e-07
wide-narrow ratio: dimer 0.8137, factorized damping 0.3355
checks complete
```
